Why SF6 Holds Its First Fluorine More Tightly Than SF5

**Q:** In my SF6 etching plasma I think of fluorine as coming off one atom at a time. I would expect six similar S–F bonds to cost six similar energies. What exactly should I compare?

**A:** Compare the energies of separate reactions. Let E(n) be the ground-state electronic energy of SFn, with E(0) for the sulfur atom, and let E_F be that of a free fluorine atom. The cost of SFn → SF(n−1) + F is

D(n) = E(n−1) + E_F − E(n).

A positive D(n) means that energy must be supplied. Nuclear vibration is left out for now. The two costs you ask about are

D(6) = E(5) + E_F − E(6)
D(5) = E(4) + E_F − E(5).

Subtracting the second from the first removes E_F:

D(6) − D(5) = 2E(5) − E(6) − E(4).

The right-hand side is the energy released by 2 SF5 → SF6 + SF4. So the difference does not measure one bond. It measures how high the radical SF5 lies relative to the average of its two closed-shell neighbours, multiplied by two.

**Q:** And what are the numbers?

**A:** I computed the energies with second-order Møller–Plesset theory (MP2), which adds a perturbative estimate of electron correlation to the Hartree–Fock mean field. The basis is def2-SVP, a small one, and the core electrons are left uncorrelated. The structures are rough typical ones that I entered and did not optimise: S–F lengths of 1.57 Å in SF6, 1.55 to 1.61 Å in SF5 and 1.56 to 1.65 Å in SF4. The costs in eV are:

- D(6) = 4.48, from closed-shell SF6
- D(5) = 1.61, from the radical SF5
- D(4) = 3.78, from closed-shell SF4
- D(3) = 1.97, from the radical SF3
- D(2) = 3.48, from closed-shell SF2
- D(1) = 3.08, from the radical SF

The gap you asked about is 4.48 − 1.61 = 2.87 eV, or 277 kJ/mol. The two costs themselves are 432 and 155 kJ/mol.

The six costs add up to 18.40 eV, the energy to take SF6 fully apart, so their mean is 3.07 eV. D(6) lies 1.41 eV above this mean and D(5) lies 1.46 eV below it. The first removal is dear and the second is cheap, by about equal amounts.

**Q:** The costs go up and down along the chain. Where does that come from?

**A:** Start by counting valence electrons and orbitals. Sulfur brings 6 electrons and four valence orbitals, 3s and three 3p. Each fluorine brings 7 electrons and four orbitals, 2s and three 2p. SFn therefore has 6 + 7n electrons and 4 + 4n orbitals.

The fluorine 2p orbitals lie well below sulfur 3p. Sulfur 3s is an exception: it lies at or below fluorine 2p, so its bonding combination with fluorine can be mainly on sulfur. In a simple orbital picture the molecule has 4n low orbitals, which are either S–F bonding or mainly on fluorine, and four upper orbitals, which are S–F antibonding or left on sulfur without a partner. The low set holds 2 × 4n = 8n electrons. The number left for the upper set is

N_up = (6 + 7n) − 8n = 6 − n.

SF6 has no electron in the upper set, SF5 has one and SF4 has two. For n = 0 the rule gives six electrons in four orbitals, which is the 3s²3p⁴ shell of the sulfur atom, as it should be.

This count does not require six separate two-electron bonds or an expanded sulfur octet. It also shows what each removal does. A departing fluorine takes 7 electrons, but the low set loses room for 8, so one electron must move to the upper set.

**Q:** Can you see that electron in the calculation?

**A:** Yes, by looking at the frontier orbital. For a radical I take the natural orbital that holds one electron, and for a closed shell the highest occupied orbital. Write it as ψ = Σ c_μ χ_μ, with real coefficients and with atomic basis functions χ_μ whose overlaps are S_μν. Normalisation reads

1 = Σ_μ Σ_ν c_μ S_μν c_ν.

Restricting μ to the functions of one atom gives that atom's share of the orbital. The cross terms between sulfur and all fluorines give the overlap population

P_SF = 2 Σ_(μ on S) Σ_(ν on F) c_μ S_μν c_ν.

The factor 2 is there because each S–F pair occurs twice in the double sum. A negative P_SF means that the orbital takes density out of the overlap region, which is the mark of an antibonding orbital. These shares depend on the basis, so I use them to compare character and not as measurable charges.

In SF6 the sulfur share is 0.00: the highest electrons sit on fluorine. In SF5 the sulfur share is 0.71, no fluorine has more than 0.07, and P_SF = −0.96. The odd electron is mainly on sulfur and is strongly antibonding. In SF4 the highest pair has a sulfur share of 0.50 and P_SF = −0.49 per electron. This is the sulfur lone pair, with a sizeable admixture of fluorine.

**Q:** So the second removal is cheap because the new electron pairs up with the odd one. But two electrons in one orbital repel each other. Shouldn't pairing make it dearer?

**A:** The objection is sound, and a small model shows what has to happen. Let a be the lowest upper orbital. Let h₅ be the energy of one electron in it in SF5, including the field of the nuclei and of all lower electrons, and let h₄ be the same quantity in SF4. Let J be the repulsion of two electrons that share a in SF4. Let B₆ and B₅ be the changes in the energy of everything else in the first and the second removal. Then

D(6) = B₆ + h₅,

because one electron appears in an empty upper set. For the second removal the upper set goes from energy h₅ to 2h₄ + J, so

D(5) = B₅ + (2h₄ + J) − h₅.

The difference is

D(6) − D(5) = 2(h₅ − h₄) − J − (B₅ − B₆).

If only the pairing counted, with h₄ = h₅ and B₅ = B₆, the result would be −J, and the second removal would be the dearer one, just as you say. The observed order needs

2(h₅ − h₄) > J + (B₅ − B₆).

In Hartree–Fock theory, with the same basis and structures and with the frontier orbitals defined above, h₅ = −14.02 eV, h₄ = −25.89 eV and J = 11.90 eV. Another definition of the odd electron's orbital or field can shift h₅ by 0.2 to 0.3 eV. The orbital drops by 11.87 eV when the second fluorine leaves, and both electrons profit from the drop. Together they gain 23.74 eV, about twice the repulsion J. Note that h₄ + J, the ordinary Hartree–Fock orbital energy of the pair, is about −14.0 eV, nearly equal to h₅: for each electron the drop just offsets the repulsion from its partner. With the Hartree–Fock gap of 2.54 eV, this leaves B₅ − B₆ = 9.3 eV, so the change in everything else is far from negligible.

An obvious contribution to the drop is electrostatic: without its upper electrons SF5 has charge +1, but SF4 has charge +2. The orbital also becomes less antibonding, with an overlap population that goes from −0.96 to −0.49 per electron. I have not separated these two contributions.

**Q:** Is there a more direct way to show that sharing the orbital matters?

**A:** Forbid it. Take SF5, remove one of its four basal fluorines, and hold the other atoms in place. Then compute the SF4 fragment twice: as a singlet, where the two upper electrons share a, and as a triplet, where parallel spins force them into different orbitals a and b. The removal costs are

singlet fragment: 1.87 eV
triplet fragment: 5.97 eV.

The difference, from unrounded energies, is P = 4.11 eV. The singlet fragment then gains R = 0.26 eV when it takes up the SF4 structure, so the parts add up to

D(5) ≈ 5.97 − 4.11 − 0.26 = 1.60 eV,

which agrees with 1.61 eV to within rounding. With sharing forbidden, the second removal at frozen geometry costs 1.49 eV more than D(6), instead of 4.48 − 1.87 = 2.61 eV less. Two cautions apply. The triplet was not allowed to relax, and I searched for it from one starting point, so a lower triplet is not ruled out. Relaxation matters here: a square-planar SF4 triplet with S–F lengths of 1.64 Å lowers the cost from 5.97 to 4.30 eV, slightly below D(6). The reversed order is therefore shown for the frozen fragment only. At the square-planar shape D(6) is the larger cost by 0.18 eV, which is less than the likely error of a single cost, and a full relaxation could widen this gap. The test thus shows that sharing matters strongly at fixed geometry, but not how much of the gap between relaxed molecules it explains.

**Q:** Is P then the energy of spin pairing?

**A:** No. Take orbitals a and b as fixed, with one-electron energies h_a and h_b, Coulomb repulsions J_aa and J_ab, and exchange integral K > 0. The two energies are

E_singlet = 2h_a + J_aa
E_triplet = h_a + h_b + J_ab − K.

Exchange enters with a minus sign because it lowers the energy of parallel spins. Hence

P = E_triplet − E_singlet = (h_b − h_a) − (J_aa − J_ab) − K.

Exchange works against the singlet. P is positive when the orbital separation h_b − h_a exceeds J_aa − J_ab + K. In SF4 the low orbital a is worth sharing because the next one is far above it.

**Q:** Then the rule should fail when the two orbitals have the same energy.

**A:** It does, and the sulfur atom is that case. Its four 3p electrons can be placed as one full orbital c plus two electrons in the remaining orbitals a and b. By symmetry h_a = h_b, and the repulsion with the pair in c is the same for both arrangements. What remains is

P = −(J_aa − J_ab) − K.

The bracket follows from rotational symmetry. Turn the axes by 45°, so that a′ = (a + b)/√2 and b′ = (a − b)/√2. The product of the new orbitals is a′b′ = (a² − b²)/2. Exchange is the self-repulsion of this product, so

K′ = ¼ (J_aa + J_bb − 2J_ab) = ½ (J_aa − J_ab),

where J_bb = J_aa was used. A rotation cannot change the exchange integral between two perpendicular p orbitals, so K′ = K and J_aa − J_ab = 2K. Therefore

P = −2K − K = −3K < 0.

So double occupation of a loses to parallel spins in a and b. The other singlets lose too. Opposite spins in a and b give the repulsion J_ab + K instead of J_ab − K, and mixing the paired arrangements a² and b² lowers their repulsion at best to J_aa − K, which is again J_ab + K. Every singlet thus lies at least 2K above the triplet, and the atom is a triplet. When SF loses its fluorine, the freed electron finds no low orbital to share. This fits the list: D(1) = 3.08 eV is far above the other two radical values, and D(2) − D(1) is just 0.40 eV, against 2.87 eV at the top of the chain. I have not split D(1) into parts as I did D(5), so the link is an interpretation.

**Q:** SF4 has a very different shape from SF5. Could the gap come from the atoms rearranging?

**A:** A small part at most. Let R(n−1) be the energy a fragment gains by relaxing from its shape inside the parent. The cost with a frozen fragment is then D(n) + R(n−1), and the frozen gap is

[D(6) + R(5)] − [D(5) + R(4)] = D(6) − D(5) + R(5) − R(4).

For the structures used here, MP2 gives R(5) = 0.18 eV and R(4) = 0.26 eV. The two nearly cancel, and the frozen gap is 2.87 + 0.18 − 0.26 = 2.79 eV. The contrast is already present in the electrons before the atoms move.

**Q:** How far do you trust these energies?

**A:** I trust the large contrast between D(6) and D(5) more than their exact values. In Hartree–Fock theory D(6) is 2.86 eV and D(5) is 0.32 eV. Correlation raises them by 1.62 and 1.29 eV, which is 36% and 80% of the respective MP2 costs, but the gap moves just from 2.54 to 2.87 eV. The contrast is thus a mean-field effect, while realistic single values need correlation.

Two further errors I could size on the smallest step, SF → S + F. Replacing MP2 by CCSD(T), a higher treatment of correlation, changes D(1) from 3.08 to 2.88 eV. Enlarging the basis to def2-TZVP at MP2 level changes it from 3.08 to 3.61 eV. The same basis moves D(2) from 3.48 to 4.04 eV, and D(2) − D(1) from 0.40 to 0.44 eV. A single cost may therefore be off by about half an electronvolt. For the first two removals I also repeated the MP2 calculation in a larger basis, def2-TZVP without the f functions on fluorine. D(6) rises to 4.78 eV and D(5) to 1.92 eV, but the gap stays at 2.86 eV. I did not test how well the CCSD(T) shift cancels in the gap.

A common error in the assumed bond lengths matters less for the gap. If all bonds in SF6, SF5 and SF4 are made 2% longer, it becomes 2.93 eV. I did not test errors in the angles, or length errors that differ between the molecules. The open-shell molecules are also nearly pure spin states: ⟨S²⟩/ħ² exceeds its ideal value by about 0.03 at most.

Vibration lowers each cost, because a smaller molecule has less zero-point energy. A rough spring model gives 0.44, 0.35 and 0.26 eV for SF6, SF5 and SF4, so in this model D(6) and D(5) each fall by about 0.09 eV and the gap hardly changes. The model uses the same springs in all three molecules, which favours the cancellation. It also gives too little for SF6, whose measured vibrations correspond to about 0.58 eV, so the true shifts may be larger.

**Q:** How does this compare with the real gas in my reactor?

**A:** Real removal energies are roughly 4 eV for SF6 and roughly 2 eV for SF5, so the calculation has the right order and size. These rough figures are too coarse to tell whether its gap is too large or too small. A gas temperature of 400 K, a rough process value, corresponds to kT = 0.034 eV. Thermal corrections to the energies, a few kT, are about 0.1 eV and do not affect the conclusion. Free energies are another matter: the translational entropy gained by releasing an atom lowers the free-energy cost of each removal by about 0.6 eV at 1 bar and 0.9 eV at 10 Pa. This term largely cancels in the gap, because 2 SF5 → SF6 + SF4 keeps the number of particles.

The assumption that your plasma breaks is that molecules react in their ground state. An electron that strikes SF6 can excite it before the nuclei move, and the energy needed for that is set by the excited states. It may lie well above D(6), and I have not computed by how much. Attachment changes the balance in another way. For e + SF6 → SF5⁻ + F the cost is

E(SF5⁻) + E_F − E(6) = D(6) − A,

where A = E(5) − E(SF5⁻) is the electron affinity of SF5. A positive A makes this route cheaper than neutral removal. So D(6) and D(5) tell you the energy balance of the neutral ground-state species, and not the rates at which your plasma produces them.

**Q:** What does that balance say about SF5 in the chamber?

**A:** That it is energetically exposed on both sides. It gives up a fluorine for 1.61 eV, while taking one up releases 4.48 eV. Two SF5 radicals that exchange a fluorine to form SF6 and SF4 release 2.87 eV. SF4 is different: losing a fluorine costs it 3.78 eV, and gaining one releases just 1.61 eV, because the new bond has to break up its lone pair. Whether these reactions are fast depends on barriers, collisions and walls, which these energies do not contain. Most of the values are in the numerical output below.

Computed results

```
Level: MP2/def2-SVP at rough input structures
SF6 input S-F lengths: 1.57 to 1.57 angstrom
SF5 input S-F lengths: 1.55 to 1.61 angstrom
SF4 input S-F lengths: 1.56 to 1.65 angstrom
SF3 input S-F lengths: 1.58 to 1.68 angstrom
SF2 input S-F lengths: 1.61 to 1.61 angstrom
SF1 input S-F lengths: 1.62 to 1.62 angstrom
D(6): MP2 4.48 eV, HF 2.86 eV
D(5): MP2 1.61 eV, HF 0.32 eV
D(4): MP2 3.78 eV, HF 2.07 eV
D(3): MP2 1.97 eV, HF 0.30 eV
D(2): MP2 3.48 eV, HF 1.55 eV
D(1): MP2 3.08 eV, HF 1.17 eV
D(6) = 432 kJ/mol, D(5) = 155 kJ/mol
gap D(6)-D(5): MP2 2.87 eV, HF 2.54 eV
gap D(6)-D(5): MP2 277 kJ/mol
SF5 -> frozen singlet SF4 + F: 1.87 eV
SF5 -> frozen triplet SF4 + F: 5.97 eV
relaxation energy of SF4: 0.26 eV
gap minus SF4 relaxation: 2.61 eV
pairing (triplet-singlet) energy, SF4: 4.11 eV
SF6 frontier orbital: S share 0.00, largest F share 0.25
SF6 frontier S-F overlap population: -0.00
SF5 frontier orbital: S share 0.71, largest F share 0.07
SF5 frontier S-F overlap population: -0.96
SF4 frontier orbital: S share 0.50, largest F share 0.22
SF4 frontier S-F overlap population: -0.49
excess <S^2>/hbar^2, SF5: 0.015
excess <S^2>/hbar^2, SF3: 0.022
excess <S^2>/hbar^2, SF1: 0.010
excess <S^2>/hbar^2, triplet SF4: 0.024
D(1), conventional MP2: 3.079 eV
D(1), density-fitted MP2: 3.077 eV
D(1), CCSD(T)/def2-SVP: 2.88 eV
D(1), MP2/def2-TZVP: 3.61 eV
gap with all bonds 2% longer: 2.93 eV
rough zero-point energy: SF6 0.44, SF5 0.35, SF4 0.26 eV
rough zero-point change of gap: -0.01 eV
thermal energy kT at 400 K: 0.034 eV
```
